\section*{Silicon's forbidden 222 neutron reflection from a cubic one-particle potential}

\section{Result}

Let each nucleus in silicon move independently in the potential
\begin{equation}
V_\pm(\mathbf u)=\frac{\alpha}{2}(x^2+y^2+z^2)\pm\beta xyz ,
\label{V}
\end{equation}
with the upper sign on the diamond sublattice at $-(a/8)(1,1,1)$ and the lower sign on the one at $+(a/8)(1,1,1)$, measured from a bond midpoint as origin. For classical motion and to first order in $\beta$, the neutron structure factor of the cubic cell is
\begin{equation}
\boxed{F(222)=-8b\,e^{-W}\,
\frac{\beta(k_BT)^2}{\alpha^3}\left(\frac{4\pi}{a}\right)^3,
\qquad W=\frac{Q^2k_BT}{2\alpha}}
\label{result}
\end{equation}
Here $b$ is the nuclear scattering length, $a$ the lattice constant and $Q$ the length of the scattering vector. With $a,\alpha,\beta$ fixed, the factor multiplying $e^{-W}$ grows as $T^2$. In the kinematic limit the intensity is proportional to $|F|^2$, so its prefactor grows as $T^4$.

\section{Geometry and symmetry}

Put the origin at a bond midpoint. Sublattice A is at $-(a/8)(1,1,1)$, B at $+(a/8)(1,1,1)$, each repeated by the four face-centred translations. From an A atom the four bonds point along
\[
(1,1,1),\quad(1,-1,-1),\quad(-1,1,-1),\quad(-1,-1,1),
\]
all of which have $xyz>0$. A positive $\beta$ therefore means that the potential is stiffer towards the neighbours than away from them.

The form of \eqref{V} follows from the site symmetry. A twofold rotation about $x$ sends $(x,y,z)$ to $(x,-y,-z)$; one about $y$ gives $(-x,y,-z)$. A monomial $x^py^qz^r$ survives both if $q+r$ and $p+r$ are even, so $p,q,r$ have equal parity. At first order no monomial qualifies. At second order $x^2,y^2,z^2$ remain, and the threefold axes make their coefficients equal. At third order all exponents must be odd, which leaves $xyz$. Inversion through the bond midpoint exchanges A and B and reverses $xyz$; hence the opposite signs.

\section{The Bragg amplitude}

Elastic coherent scattering sees the thermal average of the scattering amplitude:
\begin{equation}
F=b\sum_{j=1}^{8}e^{i\mathbf Q\cdot\mathbf r_j}
\left\langle e^{i\mathbf Q\cdot\mathbf u_j}\right\rangle,
\qquad \mathbf Q=\frac{2\pi}{a}(h,k,l).
\end{equation}
For even $h,k,l$ with $h+k+l$ even, the four translations contribute equal phases and give a factor 4. With $\phi=\pi(h+k+l)/4$ and $T_\pm$ the averages on A and B,
\begin{equation}
F=4b\left(e^{-i\phi}T_++e^{i\phi}T_-\right).
\label{twosites}
\end{equation}
For 222, $\phi=3\pi/2$, so the two phases are $+i$ and $-i$. If $\beta=0$, then $T_+=T_-$ and the amplitude cancels.

\section{The thermal average}

Let $s^2=k_BT/\alpha$ be the mean square displacement along one axis, and let $\langle\cdots\rangle_0$ be the average for $\beta=0$. Expanding the Boltzmann factor gives
\begin{equation}
T_\pm=
\frac{\langle e^{i\mathbf Q\cdot\mathbf u}\rangle_0
\mp(\beta/k_BT)\langle xyz\,e^{i\mathbf Q\cdot\mathbf u}\rangle_0}
{1\mp(\beta/k_BT)\langle xyz\rangle_0}+O(\beta^2).
\end{equation}
The denominator is 1 to this order because $\langle xyz\rangle_0=0$. The three coordinates are independent Gaussian variables, so
\begin{align}
\langle e^{iqx}\rangle_0&=e^{-q^2s^2/2},\\
\langle xe^{iqx}\rangle_0&=-i\frac{d}{dq}e^{-q^2s^2/2}
=iqs^2e^{-q^2s^2/2}.
\end{align}
Multiplying three such factors and using $i^3=-i$,
\begin{equation}
\langle xyz\,e^{i\mathbf Q\cdot\mathbf u}\rangle_0
=-iQ_xQ_yQ_z\,s^6e^{-W}.
\end{equation}
The two minus signs combine:
\begin{equation}
T_\pm=e^{-W}(1\pm i\eta),\qquad
\eta=\frac{\beta}{k_BT}Q_xQ_yQ_z\left(\frac{k_BT}{\alpha}\right)^3
=\frac{\beta(k_BT)^2}{\alpha^3}Q_xQ_yQ_z .
\label{eta}
\end{equation}
The power of temperature can be read off: three displacement correlations give $T^3$, and the Boltzmann exponent removes one power.

Insert \eqref{eta} in \eqref{twosites}:
\begin{align}
F&=4be^{-W}\left[(e^{-i\phi}+e^{i\phi})
+i\eta(e^{-i\phi}-e^{i\phi})\right]\nonumber\\
&=8be^{-W}(\cos\phi+\eta\sin\phi).
\label{general}
\end{align}
For 222, $\cos\phi=0$, $\sin\phi=-1$ and $Q_x=Q_y=Q_z=4\pi/a$, which gives \eqref{result}. For 200, $\cos\phi=0$ as well, but $Q_yQ_z=0$ makes $\eta$ vanish. This cubic term therefore leaves 200 absent.

\section{Range of the expansion}

The potential \eqref{V} is unbounded below. On an A site its softest direction is $\mathbf u=-r(1,1,1)/\sqrt3$, where
\begin{equation}
V=\frac{\alpha r^2}{2}-\frac{\beta r^3}{3\sqrt3},\qquad
r_*=\frac{\sqrt3\alpha}{\beta},\qquad V(r_*)=\frac{\alpha^3}{2\beta^2}.
\end{equation}
The thermal average means the average over the metastable well, for $k_BT\ll V(r_*)$.

To find the size of corrections, add a quartic term $\delta u^4$ and write $\mathbf u=s\mathbf v$. Then
\begin{equation}
\frac{V_\pm}{k_BT}=\frac{v^2}{2}
\pm\beta\sqrt{\frac{k_BT}{\alpha^3}}\,v_xv_yv_z
+\frac{\delta k_BT}{\alpha^2}v^4 .
\label{scale}
\end{equation}
The 222 amplitude is odd in $\beta$, since exchanging $\beta$ and $-\beta$ exchanges $T_+$ and $T_-$. For this potential its relative corrections therefore start at order $\beta^2k_BT/\alpha^3$ and $\delta k_BT/\alpha^2$. A fifth-order term $\pm\epsilon\,xyz\,u^2$, which the site symmetry also allows, would add one of order $\epsilon k_BT/(\alpha\beta)$. All three are linear in $T$, so the $T^2$ law is the leading term at small thermal displacement. Their numerical coefficients are not all small: for the parameters of the example below they are about $4$, $-80$ and $9$, so the quartic term acts much earlier than $\delta k_BT/\alpha^2$ alone suggests.

\section{Quantum motion and the low-temperature limit}

Set $\omega=\sqrt{\alpha/m}$, $E=\hbar\omega$, $\Theta=1/k_BT$ and $X=E\Theta/2$. For a perturbation $U=\pm\beta xyz$, first-order expansion of the density operator gives
\begin{equation}
e^{-\Theta(H_0+U)}=e^{-\Theta H_0}
\left[1-\int_0^\Theta d\lambda\,U(\lambda)\right]+O(\beta^2),
\end{equation}
where $U(\lambda)=e^{\lambda H_0}Ue^{-\lambda H_0}$. With $x=\sqrt{\hbar/2m\omega}\,(c+c^\dagger)$ and $n=1/(e^{E\Theta}-1)$, the required correlation is
\begin{align}
G(\lambda)=\langle x(\lambda)x\rangle_0
&=\frac{\hbar}{2m\omega}\left[(n+1)e^{-\lambda E}+ne^{\lambda E}\right]\nonumber\\
&=\frac{\hbar}{2m\omega}
\frac{\cosh[E(\Theta/2-\lambda)]}{\sinh X}.
\end{align}
The second line uses $n=e^{-X}/(2\sinh X)$ and $n+1=e^{X}/(2\sinh X)$.

The operators $x(\lambda)$ and $x$ are linear in $c,c^\dagger$, so their commutator is a number and the harmonic thermal average of an exponential is Gaussian:
\begin{equation}
\langle e^{\mu x(\lambda)}e^{iqx}\rangle_0
=\exp\left[\tfrac12\mu^2G(0)+i\mu qG(\lambda)-\tfrac12q^2G(0)\right].
\end{equation}
Differentiation at $\mu=0$ gives $\langle x(\lambda)e^{iqx}\rangle_0=iqG(\lambda)e^{-q^2G(0)/2}$. The classical steps now repeat, with
\begin{equation}
\eta=\beta Q_xQ_yQ_z\int_0^\Theta G(\lambda)^3d\lambda,
\qquad W=\frac{Q^2G(0)}{2}.
\end{equation}
Since $\int_0^X\cosh^3t\,dt=\sinh X+\tfrac13\sinh^3X$,
\begin{align}
\int_0^\Theta G^3d\lambda
&=\left(\frac{\hbar}{2m\omega}\right)^3\frac{2}{E}
\frac{\sinh X+\frac13\sinh^3X}{\sinh^3X}\nonumber\\
&=\frac{\hbar^2}{4m^3\omega^4}
\left(\frac13+\frac1{\sinh^2X}\right).
\label{quantum}
\end{align}
At high temperature $1/\sinh^2X=1/X^2-1/3+X^2/15+\cdots$. The constants cancel, leaving
\begin{equation}
\int_0^\Theta G^3d\lambda=\frac{(k_BT)^2}{\alpha^3}
\left(1+\frac{X^4}{15}+\cdots\right).
\end{equation}
The first quantum correction to $\eta$ is thus of fourth order in $X$. As $T\to0$, \eqref{quantum} tends to $\hbar^2/(12m^3\omega^4)$: zero-point motion keeps the reflection present, and the $T^2$ law ends.

\section{Atoms that move together}

The power $T^2$ does not require independent atoms. Consider a classical harmonic crystal at fixed volume in which each bond has the extra energy $g\sigma^3/6$, where $\sigma$ is its extension. Let $R_i$ be the static extension of a bond per unit force applied to the chosen A atom along $i$. Linear response gives $\langle u_i\sigma\rangle_0=k_BTR_i$. For Gaussian variables,
\begin{equation}
\langle e^{i\mathbf Q\cdot\mathbf u}\sigma^3\rangle_0
=e^{-W}\left[(ik_BT\,\mathbf Q\cdot\mathbf R)^3
+3ik_BT\,\mathbf Q\cdot\mathbf R\,\langle\sigma^2\rangle_0\right].
\end{equation}
Summed over bonds, the last term is linear in $\mathbf Q$ and vanishes by site symmetry. The cubic sum can contain $Q_xQ_yQ_z$ alone, with coefficient $6\sum R_xR_yR_z$. Multiplying by $-g/(6k_BT)$ gives
\begin{equation}
\eta=-Q_xQ_yQ_z\langle xyz\rangle,\qquad
\langle xyz\rangle=-g(k_BT)^2\sum_{\rm bonds}R_xR_yR_z .
\end{equation}
The responses $R_i$ are independent of temperature, so $T^2$ survives.

If the neighbours are clamped and a bond has longitudinal and transverse stiffnesses $K_L,K_T$, the four bonds give $\alpha_c=4(K_L+2K_T)/3$. With $\mathbf n$ the unit bond vector, $R_i=-n_i/\alpha_c$ and $n_xn_yn_z=1/(3\sqrt3)$. Comparison with $\langle xyz\rangle=-\beta(k_BT)^2/\alpha^3$ yields $\beta_c=-4g/(3\sqrt3)$. A bond that softens on extension has $g<0$, hence $\beta_c>0$.

\section{Worked example}

Take $a=5.43$~\AA\ (0.543~nm), $b=4.15$~fm, $\alpha=5$~eV/\AA$^2$ and $\beta=2$~eV/\AA$^3$. Then $4\pi/a=2.314$~\AA$^{-1}$. At 300~K, $k_BT=0.02585$~eV and
\begin{align}
\eta&=\frac{2\,(0.02585)^2(2.314)^3}{5^3}=1.33\times10^{-4},\\
W&=\frac{16.07\times0.02585}{2\times5}=0.0415,\\
F(222)&=-8(4.15)(0.9593)(1.325\times10^{-4})
=-4.22\times10^{-3}\ \text{fm}.
\end{align}
Direct integration of the Boltzmann factor over the well, followed by the eight-atom sum, gives the last column below.

\begin{center}
\begin{tabular}{cccc}
$T$ (K) & $\eta$ & $F$, \eqref{result} (fm) & $F$, integrated (fm)\\
300 & $1.33\times10^{-4}$ & $-0.00422$ & $-0.00423$\\
600 & $5.30\times10^{-4}$ & $-0.0162$ & $-0.0163$\\
900 & $1.19\times10^{-3}$ & $-0.0350$ & $-0.0353$
\end{tabular}
\end{center}

At 900~K the integrated amplitude exceeds the first-order one in magnitude by 0.92\% of the latter. With $\beta$ reduced tenfold the excess is 0.0090\%, a hundred times less, as expected for a $\beta^2$ correction. With this smaller $\beta$, the integrated prefactor has an average exponent of 2.000 between 300 and 900~K. The barrier for the original $\beta$ is 15.6~eV, far above $k_BT$.

The full first-order amplitude has local exponent
\begin{equation}
\frac{d\ln|F|}{d\ln T}=2-W.
\end{equation}
Between 300 and 900~K the integrated amplitude has an average exponent of 1.93. The formal maximum, at $W=2$, lies near 14\,000~K, where no silicon crystal exists.

For silicon's mass, $\hbar\omega=27.3$~meV. The quantum value of $\eta$ exceeds the classical one by 0.5\% at 300~K and by 30\% at 100~K. Its zero-temperature value is $1.23\times10^{-5}$, which the classical law reaches at 91~K.

\section{How the model compares with silicon}

The chosen $\alpha$ gives a classical mean square displacement along one axis of 0.0052~\AA$^2$ at 300~K, close to silicon's rough 0.006~\AA$^2$. The value of $\beta$ is a round model choice and is much less secure. A lattice with rough stiffnesses $K_L=8$, $K_T=1$~eV/\AA$^2$ and $g=-36$~eV/\AA$^3$ gives these one-particle parameters:

\begin{center}
\begin{tabular}{lcc}
 & $\alpha$ (eV/\AA$^2$) & $\beta$ (eV/\AA$^3$)\\
neighbours clamped & 13.3 & 27.7\\
neighbours moving & 4.12 & 0.30
\end{tabular}
\end{center}

The second row is extrapolated from crystals of up to $6^3$ primitive cells; larger crystals shift its entries to 4.09 and 0.29. Neighbour motion reduces the third moment to about 0.36 of its clamped value. Most of the larger fall in $\beta$ comes from the definition $\beta=-\langle xyz\rangle\alpha^3/(k_BT)^2$, because $\alpha^3$ falls by a factor of about 34 (35 with the larger-crystal value of $\alpha$). The lattice gives a positive $\beta$, with $\beta/\alpha^3$ about 0.27 of the example's. It omits cubic terms due to transverse bond motion, and these are not small. A transverse displacement $\tau$ lengthens a bond of length $d$ by about $\tau^2/(2d)$, which adds the energy $K_L\sigma\tau^2/(2d)$; this term alone raises the ratio from 0.27 to about 0.69. A transverse stiffness that falls as the bond lengthens acts the other way: $dK_T/d\sigma=-3$~eV/\AA$^3$ brings the ratio back to about 0.32, and a slope below about $-5.6$~eV/\AA$^3$ would reverse the sign. The same slope sets the Gr\"uneisen parameter of the transverse acoustic mode at X, which in this lattice is $-(d/6K_T)(K_L/d+dK_T/d\sigma)$: $-1.3$ for zero slope, $-0.2$ for $-3$ and $+0.9$ for $-5.6$~eV/\AA$^3$. Silicon's value is roughly $-1.4$, which points to a slope near zero and away from the sign reversal. The lattice therefore favours a positive $\beta$, but a nearest-neighbour model with rough constants does not fix its size for silicon. With the $\sigma^3$ term alone, the quantum correction to the third moment is 6\% at 300~K and 0.1\% at 900~K, relative to the classical value.

A quartic term matters more than the higher orders in $\beta$ if its coefficient is as large as the assumed $\delta=1$~eV/\AA$^4$: it lowers $|F(222)|$ by 19\% at 900~K, relative to the value without it. By \eqref{scale}, such a term bends the measured power law. Thermal expansion is milder. If $\alpha\propto V_{\rm cell}^{-2\gamma}$ and $\beta$ is fixed, the prefactor varies as $V_{\rm cell}^{6\gamma-1}$. A rough linear expansion of $4\times10^{-6}$~K$^{-1}$ and an assumed $\gamma=0.5$ raise it by 1.4\% from 300 to 900~K. The $\gamma$ that governs $\alpha$ is weighted towards the soft transverse modes and may be negative: the lattice above with $dK_T/d\sigma=0$ gives about $-0.66$, which lowers the prefactor by about 3.5\%. A change of $\beta$ with volume can be as large: for a Morse bond with the $g$ used above, the magnitude of $g$ falls by about 2\% over the same range. The sign of the net change is therefore left open.

Neutrons also interact weakly with the electrons. The Foldy length $\gamma_ne^2/(2m_nc^2)$, in Gaussian units with $\gamma_n$ the neutron moment in nuclear magnetons, is $-1.47\times10^{-3}$~fm; it is close to the neutron scattering length of one electron and is used for it here. Charge at the bond midpoints scatters in phase at 222 with the present origin. A rough bond-charge factor of 1.5 electrons per cell then gives $-2.2\times10^{-3}$~fm, of the same sign as the nuclear term. This is 52\% of the example's nuclear amplitude at 300~K and 6\% at 900~K. If it is held constant and added, the average exponent of the total amplitude over that interval falls from 1.93 to about 1.6. If $\beta/\alpha^3$ is 0.27 of the example's, as in the lattice without the transverse term, the electronic part exceeds the nuclear part at 300~K; at 0.69 it is smaller but still comparable. These figures leave out the spin--orbit (Schwinger) coupling of the neutron moment to the same charge. Its amplitude is $\cot\theta$ times the Foldy one, with $\theta$ the Bragg angle, and is in quadrature with the real terms, so for unpolarised neutrons its square adds to the intensity. At a wavelength of 1.5~\AA\ it is $4.0\times10^{-3}$~fm, about equal to the example's nuclear amplitude at 300~K, and the average exponent of the square root of the intensity falls further, to about 1.5; at 1.0~\AA\ it is $6.5\times10^{-3}$~fm and the exponent is about 1.3. A measured room-temperature intensity therefore cannot be assigned to $\beta$ alone.

The reflection is also very weak: in the example $|F(222)|^2$ is $1.8\times10^{-8}$ of $|F(400)|^2$ at 300~K. Two successive allowed reflections, such as 311 and $\bar111$, can send neutrons into the 222 direction. The crystal must be turned about $\mathbf Q$ to a setting free of such paths before \eqref{result} is compared with data. Turning does not remove neutrons of half the wavelength, which 444 scatters to the same angle. They must be filtered out very thoroughly, since $|F(444)|^2$ is about $4\times10^7$ times $|F(222)|^2$ in the example at 300~K. The remaining values are in the numerical output.

\section*{Computed results}
\begin{verbatim}
lattice constant a = 5.43 angstrom; b = 4.15 fm
alpha = 5.0 eV/angstrom^2; beta = 2.0 eV/angstrom^3
atomic mass = 28.09 u
Qx = Qy = Qz = 2.3142 1/angstrom; Q^2 = 16.067 1/angstrom^2
T = 300 K: kT = 0.02585 eV; kT/alpha = 0.00517 angstrom^2
  eta = 1.3254e-04; W = 0.0415; exp(-W) = 0.9593
  F222 formula = -4.22121e-03 fm; quadrature = -4.23482e-03 fm
T = 600 K: kT = 0.05170 eV; kT/alpha = 0.01034 angstrom^2
  eta = 5.3015e-04; W = 0.0831; exp(-W) = 0.9203
  F222 formula = -1.61979e-02 fm; quadrature = -1.62995e-02 fm
T = 900 K: kT = 0.07756 eV; kT/alpha = 0.01551 angstrom^2
  eta = 1.1928e-03; W = 0.1246; exp(-W) = 0.8828
  F222 formula = -3.49624e-02 fm; quadrature = -3.52825e-02 fm
prefactor exponent, 300-900 K, beta/10, quadrature = 2.00005
full amplitude exponent, 300-900 K, quadrature = 1.9297
|F400| at 300 K = 31.410 fm
|F222/F400| at 300 K = 1.348e-04
intensity ratio |F222/F400|^2 at 300 K = 1.818e-08
formal maximum of T^2 exp(-W) at T = 14445 K
cubic-well barrier = 15.62 eV
beta^2 kT/alpha^3 at 900 K = 2.482e-03
higher orders in beta at 900 K: change of F222 = 0.916 %
same with beta/10: change of F222 = 0.00903 %
oscillator quantum = 27.28 meV; X at 300 K = 0.5276
oscillator quantum/classical eta: 100 K 1.2959, 300 K 1.00494
zero-point eta = 1.230e-05
classical eta equals zero-point eta at T = 91.4 K
lattice bonds: longitudinal 8.0, transverse 1.0 eV/angstrom^2
Morse inverse range = 1.5 1/angstrom; g = -36.0 eV/angstrom^3
highest lattice phonon = 63.0 meV
clamped neighbours: alpha = 13.33 eV/angstrom^2, beta = 27.71 eV/angstrom^3
moving neighbours: alpha = 4.12 eV/angstrom^2, beta = 0.30 eV/angstrom^3
third moment, moving/clamped neighbours = 0.363
lattice quantum/classical third moment: 300 K 1.0600, 600 K 1.0043, 900 K 1.0009
assumed quartic coefficient = 1.0 eV/angstrom^4
quartic term at 900 K: change of F222 = -19.49 %
rough linear expansion = 4.0e-06 1/K; Grueneisen parameter = 0.5
expansion 300-900 K: change of prefactor, beta fixed = 1.45 %
Foldy length = -1.4660e-03 fm; rough bond charge factor = 1.5 electrons
bond-charge neutron amplitude = -2.199e-03 fm
bond-charge/nuclear F222: 300 K 0.519, 600 K 0.135, 900 K 0.062
\end{verbatim}
